# Phonon-Assisted Tunnelling Emission from a Deep Trap: The Field-Squared Law

At 300 K, a field of 0.20 MV/cm raises the calculated emission rate of a model trap 0.55 eV deep by a factor of about 5, when the phonon weight is treated as a smooth function of energy. If the thermal part of the process is given an ordinary Boltzmann factor, the predicted factor is $e^{0.285}\approx1.3$. Both calculations use the same triangular barrier, and in both the logarithm of the enhancement grows approximately as the field squared up to this field. What separates them is how the lattice supplies energy.

## 1. The simple case: Boltzmann factor and triangle

The algebra uses atomic units, $\hbar=m_e=e=1$. Let $D$ be the thermal depth of the trap below the local band edge, $F>0$ the force on the electron, $m$ its mass along the force and $\beta=1/kT$. The quantity sought is

$$L=\ln\frac{e(F)}{e(0)},$$

where $e(F)$ is the emission rate.

The barrier is a simple triangle only if the trap is neutral **after** emission. A trap that is neutral when filled leaves a positive core behind, whose Coulomb attraction changes the barrier. The trap considered here is negative when filled and neutral when emptied. The field is uniform over the tunnelling path, and the band is parabolic.

Without a field, the lattice must supply at least $D$. With a field it may supply $D-\delta$, and the electron tunnels out at energy $\delta$ below the local band edge. At distance $x$ the remaining barrier is $\delta-Fx$, so the path ends at $x=\delta/F$. The tunnelling probability is $e^{-A}$ to exponential accuracy, with

$$A(\delta)=2\int_0^{\delta/F}\sqrt{2m(\delta-Fx)}\,dx .$$

Substituting $u=\delta-Fx$, $dx=-du/F$, gives

$$A(\delta)=\frac{2\sqrt{2m}}{F}\int_0^\delta u^{1/2}du=\frac{4\sqrt{2m}}{3F}\,\delta^{3/2}.$$

If supplying energy $\varepsilon$ has probability proportional to $e^{-\beta\varepsilon}$, the smaller demand gains a factor $e^{\beta\delta}$. The net exponent is

$$h(\delta)=\beta\delta-\frac{4\sqrt{2m}}{3F}\delta^{3/2}.$$

Setting its derivative to zero,

$$\beta=\frac{2\sqrt{2m\delta^*}}{F}\quad\Rightarrow\quad \sqrt{2m\delta^*}=\frac{F\beta}{2}\quad\Rightarrow\quad\delta^*=\frac{F^2\beta^2}{8m}.$$

The action at this point is

$$A(\delta^*)=\frac{4\delta^*}{3F}\sqrt{2m\delta^*}=\frac{4\delta^*}{3F}\,\frac{F\beta}{2}=\frac23\beta\delta^* .$$

Two thirds of the thermal gain is spent on tunnelling, and one third remains:

$$L=\frac13\beta\delta^*=\frac{F^2\beta^3}{24m}.$$

The stationary point is a maximum, since

$$h''(\delta^*)=-\frac{\sqrt{2m}}{F\sqrt{\delta^*}}=-\frac{2m}{F\sqrt{2m\delta^*}}=-\frac{4m}{F^2\beta}=-\frac{\beta}{2\delta^*}.$$

**Limit.** With $\hbar$ restored, $L=\hbar^2F^2\beta^3/(24m)$. It vanishes for $\hbar\to0$ or $m\to\infty$, as it must when the field acts through tunnelling alone.

## 2. What the lattice supplies

The Boltzmann factor was an assumption. Emission from a deep level turns vibrational energy into electronic energy. Take one mode of energy $\omega$, with the same frequency before and after emission but a shifted equilibrium position, and an electronic matrix element independent of the lattice coordinate. Measured from their own minima, without the common zero-point energy, the vibrational Hamiltonians are

$$H_i=\omega a^\dagger a,\qquad H_f=\omega(a^\dagger+\sqrt S)(a+\sqrt S)=T^\dagger H_iT,\qquad T=e^{\sqrt S(a^\dagger-a)}.$$

Here $S$ is the Huang–Rhys factor and $S\omega$ the relaxation energy. Let $W_p$ be the thermally averaged squared overlap for net absorption of $p$ phonons. Its generating function is

$$C(\theta)=\sum_pW_pe^{ip\theta}=\langle e^{iH_it}e^{-iH_ft}\rangle=\langle T^\dagger(t)\,T\rangle,\qquad\theta=\omega t.$$

Write $T^\dagger(t)=e^X$ with $X=-\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta})$, and $T=e^Y$. Since $[X,Y]=-2iS\sin\theta$ is a number, $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$. The sum is

$$X+Y=\lambda a^\dagger-\lambda^*a,\qquad\lambda=\sqrt S(1-e^{i\theta}),\qquad|\lambda|^2=2S(1-\cos\theta).$$

In a thermal oscillator state a linear form in $a,a^\dagger$ has Gaussian statistics with zero mean, so $\langle e^{X+Y}\rangle=e^{\langle(X+Y)^2\rangle/2}=e^{-|\lambda|^2(2\bar n+1)/2}$, with $\bar n=1/(e^{\beta\omega}-1)$. Hence

$$C=\exp\left[-S(2\bar n+1)+S\bar n\,e^{i\theta}+S(\bar n+1)e^{-i\theta}\right].$$

Put $v=e^{-\beta\omega/2}e^{i\theta}$ and $z=2S\sqrt{\bar n(\bar n+1)}=S/\sinh(\beta\omega/2)$. Because $\bar n/(\bar n+1)=e^{-\beta\omega}$, the last two terms equal $(z/2)(v+1/v)$. The Bessel generating function $e^{(z/2)(v+1/v)}=\sum_pI_p(z)v^p$ then gives

$$W_p=e^{-S\coth(\beta\omega/2)}\,e^{-\beta\omega p/2}\,I_p(z).$$

For $S=2$, $\omega=0.05$ eV and 300 K, direct sums over numerically diagonalized oscillators reproduce this at $p=3$, 7 and 11 to better than one part in $10^6$.

The balance needs the logarithmic slope of $W$ at $\varepsilon=p\omega=D$. The coefficient $I_p$ is a contour integral with exponent $(z/2)(v+1/v)-p\ln v$, dominated for large $p$ by its saddle. With $v=e^s$, the saddle obeys $z\sinh s=p$, and

$$\ln I_p(z)\approx z\cosh s-ps .$$

The exponent is stationary in $s$, so its derivative with respect to $p$ is $-s$. Therefore

$$b\equiv-\frac{d\ln W}{d\varepsilon}\bigg|_{D}=\frac\beta2+\frac1\omega\,\mathrm{arcsinh}\left[\frac pS\sinh\frac{\beta\omega}{2}\right],\qquad p=\frac D\omega .$$

**First limit: $D=S\omega$.** Then $p=S$, the arcsinh returns $\beta\omega/2$, and $b=\beta$. At this order, and at finite temperature, the Boltzmann balance holds in this case alone. For $S\omega<D$ the slope is steeper than $\beta$; for $S\omega>D$ it is gentler.

**Second limit: high temperature.** When $\beta\omega$ and the argument of the arcsinh are small,

$$b\to\frac\beta2\left(1+\frac{D}{S\omega}\right).$$

This can be compared with classical activation. Let the filled-trap energy be $\omega q^2/2$ and the emptied one $D+\omega(q-q_0)^2/2$, with $S\omega=\omega q_0^2/2$. They cross where $\omega qq_0=D+S\omega$, at energy

$$\frac{\omega q^2}{2}=\frac{(D+S\omega)^2}{2\omega q_0^2}=\frac{(D+S\omega)^2}{4S\omega}.$$

Multiplying by $\beta$ and differentiating with respect to $D$ gives the same $b$. In this limit the steep slope has a mechanical meaning: for $S\omega<D$, lowering the electronic demand by one unit lowers the crossing by more than one.

## 3. The balance with the correct slope

Near $D$, $W(D-\delta)\approx W(D)e^{b\delta}$. The algebra of section 1 applies with $\beta$ replaced by $b$:

$$\delta^*=\frac{F^2b^2}{8m},\qquad A(\delta^*)=\frac23b\delta^*,\qquad L=\frac{F^2b^3}{24m}.$$

For the example, $p=0.55/0.05=11$ and $\beta=38.68$ eV$^{-1}$, so $\beta\omega/2=0.967$ and

$$b=19.34+\frac{\mathrm{arcsinh}(5.5\times1.125)}{0.05}\approx69.8\ \text{eV}^{-1}.$$

This is 1.804 times $\beta$. The cube of that ratio, 5.87, is the ratio of the two logarithms, $1.671/0.285$, which accounts for the opening discrepancy.

The mass along the field is $0.258\,m_e$, and the saddle lies at $\delta^*=0.072$ eV. The force is 0.02 eV/nm, so the path is 3.6 nm. The gain $b\delta^*=5.01$ less the action 3.34 leaves $L=1.67$, an enhancement of 5.3. Writing $L=(F/F_c)^2$ gives $F_c=0.155$ MV/cm, or 0.00155 V/angstrom.

## 4. Prefactors and weak fields

A saddle estimate leaves two doubts: the prefactor may depend on field, and at weak field the action is too small for a tunnelling approximation. Both can be settled for an exponential weight.

Assume that the trap couples to the band at a point, and that the phonon spectrum is broad enough to replace the sum over $p$ by an integral. The golden rule gives

$$e(F)\propto\int dE\,W(D+E)\,\rho_F(E),\qquad\rho_F(E)=\langle0|\delta(E-H)|0\rangle,$$

where $H$ is the band Hamiltonian in the field, $E$ is measured from the local band edge and $|0\rangle$ is the position state at the trap. With $W(D+E)=W(D)e^{-bE}$, the integral is proportional to $G(b)=\langle0|e^{-bH}|0\rangle$.

Along the field, $H=k^2/2m-Fx$ with $x=i\,\partial_k$. The momentum-space function $u(k,b)$ of $e^{-bH}|0\rangle$ obeys

$$\partial_bu=-\frac{k^2}{2m}u+iF\,\partial_ku,\qquad u(k,0)=\frac1{\sqrt{2\pi}},$$

with solution

$$u=\frac1{\sqrt{2\pi}}\exp\left[-\frac1{2m}\int_0^b(k+iFs)^2ds\right].$$

Indeed $iF\partial_k(k+iFs)^2=\partial_s(k+iFs)^2$, so $iF\partial_ku=-[(k+iFb)^2-k^2]u/2m$. Adding $-k^2u/2m$ gives $-(k+iFb)^2u/2m$, which is $\partial_bu$. The integral in the exponent is

$$k^2b+iFkb^2-\frac{F^2b^3}{3}=b\left(k+\frac{iFb}{2}\right)^2-\frac{F^2b^3}{12}.$$

Projecting on $x=0$ means integrating $u/\sqrt{2\pi}$ over $k$, which yields $\sqrt{m/2\pi b}\;e^{F^2b^3/24m}$. The two transverse directions contribute field-independent factors. For equal masses,

$$G(b)=\left(\frac{m}{2\pi b}\right)^{3/2}e^{F^2b^3/24m}.$$

The prefactor cancels in $e(F)/e(0)$, so within this model the quadratic law holds at every field, weak ones included. Numerical integration over $\rho_F$ at 0.05, 0.2 and 0.6 MV/cm, with the example's $b$ and $m$, agrees with $G$ to one part in $10^5$.

## 5. When the slope varies

The real $W$ is not a pure exponential. From $z\sinh s=p$, $ds/dp=1/(z\cosh s)$, so

$$c=\frac{db}{d\varepsilon}=\frac{1}{\omega^2\sqrt{p^2+z^2}}.$$

To first order, the factor $e^{-cE^2/2}$ changes $\ln e$ by $-c\langle E^2\rangle/2$. The average follows from $G$:

$$(\ln G)'=\delta^*-\frac{3}{2b},\qquad(\ln G)''=\frac{2\delta^*}{b}+\frac{3}{2b^2},$$

$$\langle E^2\rangle=(\ln G)''+[(\ln G)']^2=\delta^{*2}-\frac{\delta^*}{b}+\frac{15}{4b^2}.$$

Subtracting the zero-field value leaves

$$\Delta L=-\frac c2\left(\delta^{*2}-\frac{\delta^*}{b}\right).$$

The first term grows as $F^4$. Here $c=35.9$ eV$^{-2}$. Differentiating $W$ directly gives $b=70.7$ eV$^{-1}$, which raises $L$ at 0.20 MV/cm to 1.7343; $\Delta L=-0.0786$ brings it to 1.656. Differentiating $W$ twice gives $c=34.4$ eV$^{-2}$ in place of the leading-order value, hence $\Delta L=-0.075$ and $L=1.659$. The full integral gives 1.659. The simple law's 1.671 is this close because two errors nearly cancel. At 0.30 MV/cm the law gives 3.76 and the full integral 3.49, so the law is 8% high relative to the latter. Between 0.1 and 0.2 MV/cm the full logarithm grows as $F^{1.94}$.

At constant $b$ the saddle would reach the trap level at $F=\sqrt{8mD}/b=0.55$ MV/cm. The law fails well before that: $b$ falls as the lattice supplies less energy, so at high field the law increasingly overestimates $L$.

**Limit of one sharp mode.** A single undispersed mode samples the energy integral on a comb of spacing $\omega$. Depending on the comb's offset from the band edge, this shifts the logarithm of the zero-field rate by about $-1.5$ to $+0.6$, while at 0.20 MV/cm the shift is below $10^{-4}$. The example itself, with $D=11\omega$ exactly, has a comb point on the band edge and sits at the lower extreme: for a strictly sharp mode its enhancement would be $L=3.17$, a factor of 24 rather than 5. The reason is that a comb adds Fourier components of the integrand, the first at $\kappa=2\pi/\omega$, which amounts to replacing $b$ by $b+i\kappa$. Since $\mathrm{Re}(b+i\kappa)^3=b^3-3b\kappa^2$, for an exponential weight the first such term carries a factor $e^{-3L\kappa^2/b^2}$, here about $e^{-16}$, and the higher ones are smaller still. At zero field this suppression is absent. At weak field it is slight, because $L$ is small. For weakly dispersed modes, a comparison between two fields that both make $3L\kappa^2/b^2$ large is therefore safer than one with the zero-field rate. A spread of frequencies wide enough to erase the comb also changes the weight itself: at fixed total $S$ and mean $\omega$, a Gaussian spread of 15% of $\omega$ gives $L=1.59$ at 0.20 MV/cm and a spread of 20% gives 1.55, against 1.66 for the smoothed single mode.

## 6. Beside a real trap

The trap depth and the band constants are modelled on the gold acceptor in silicon, which is negative when filled and neutral when emptied. Its depth and the silicon constants are rough typical values; $\omega=0.05$ eV and $S=2$ are choices, not measured properties of gold. The result is sensitive to both $\omega$ and $S$, since both enter $b$ and $L$ grows as $b^3$. For example, with all else fixed, the simple law gives $L=2.87$ for $S=1$ and 0.88 for $S=4$. Real junctions also break the assumption of one field for all traps. At a doping of $10^{16}$ cm$^{-3}$ the field changes by 0.3% along a tunnelling path, but it falls to zero across the depletion layer. Traps at half the maximum field have $L=0.42$ instead of 1.67, so the emission transient mixes different rates.

Other effects, each with the remaining settings fixed (values of $L$ come from the balance with constant slope $b$, not from the full integral):

- **Temperature.** $L$ is 2.38 at 250 K and 1.24 at 350 K.
- **Field direction.** For unequal masses the exponents of $G$ add along the axes, so $1/m=\sum_in_i^2/m_i$ for field direction $n$. Along [111] all silicon valleys are equivalent. Along [100] one third have the heavy mass and two thirds the light one; averaging their enhancements gives $L=1.95$.
- **Band shape.** Replacing $u$ in the barrier by $u(1-u/E_g)$, with gap $E_g=1.12$ eV, gives $L=1.74$. Silicon's gap is indirect, so this two-band form is only a rough indication of the size of the effect.
- **Breakdown.** The field is half of a rough breakdown field of 0.4 MV/cm.
- **Charged core.** For relative permittivity $\epsilon$, the potential $-1/(\epsilon r)-Fr$ peaks at $r=1/\sqrt{\epsilon F}$, lowering the barrier by $2\sqrt{F/\epsilon}=0.099$ eV. Divided by $kT$ this is 3.8; multiplied by the lattice slope $b$ instead, it is 6.9. Both numbers grow as $\sqrt F$ and hold for emission along the field. Averaging over emission directions, with the uphill half left unchanged, reduces the logarithms to about 2.3 and 4.8, still above the tunnelling logarithm. The field-squared law does not describe such a trap at this field.

The numerical output below lists the values used here.

## Computed results

```
Trap depth (rough): 0.55 eV
Phonon energy (chosen): 0.050 eV
Huang-Rhys factor S (chosen): 2.0
Phonon number p = depth/omega: 11.0
Relaxation energy S*omega: 0.100 eV
Temperature: 300 K
Field along [111]: 0.20 MV/cm
Silicon masses, long. and trans. (rough): 0.92, 0.19 m_e
Mass along [111]: 0.2583 m_e
Inverse temperature beta: 38.68 1/eV
Slope b, large-order formula: 69.78 1/eV
Slope b, differentiated W: 70.66 1/eV
Ratio b/beta: 1.804
Saddle depth delta: 0.0718 eV
Saddle width: 0.0454 eV
Tunnelling path: 3.59 nm
Lattice gain b*delta: 5.012
Tunnelling action: 3.341
Log enhancement, quadratic law: 1.671
Enhancement factor, quadratic law: 5.32
Log enhancement, Boltzmann b=beta: 0.285
Characteristic field: 0.1547 MV/cm = 0.001547 V/angstrom
F=0.05 MV/cm, log: law 0.104, corrected 0.109, full 0.109
F=0.10 MV/cm, log: law 0.418, corrected 0.432, full 0.432
F=0.20 MV/cm, log: law 1.671, corrected 1.656, full 1.659
F=0.30 MV/cm, log: law 3.759, corrected 3.452, full 3.493
Field power of full log, 0.1 to 0.2 MV/cm: 1.942
Slope change c: 35.90 1/eV^2
Log enhancement for S=1: 2.867
Log enhancement for S=4: 0.877
Log enhancement for S=11: 0.285
Log enhancement at 250 K: 2.380
Log enhancement at 350 K: 1.242
Log enhancement, field along [100]: 1.945
Gap (rough): 1.12 eV
Log enhancement, two-band barrier: 1.742
Doping (chosen): 1e+16 cm^-3
Relative permittivity (rough): 11.7
Field change along path: 0.278 %
Barrier lowering if core charged: 0.0992 eV
That lowering divided by kT: 3.84
Breakdown field (rough): 0.4 MV/cm
Field/breakdown: 0.50
Constant-b limit field: 0.553 MV/cm
Sharp-mode log rate shift, zero field: -1.51 to 0.62
Sharp-mode log rate shift, 0.2 MV/cm: -0.0000 to 0.0000
```
